# Two-Carrier Hall Coefficient and Its Zero in a Metallic Silicide: a program that tests the result

```python
"""
Result under test: the low-field Hall coefficient of a metal with electrons
(density n, mobility mu_e) and holes (density p, mobility mu_h),
    R_H = (p mu_h^2 - n mu_e^2) / (e (p mu_h + n mu_e)^2),
which vanishes when mu_e/mu_h = sqrt(p/n), with both densities large.
Convention: B along z, R_H = E_y/(j_x B) at j_y = 0, positive for holes.
SI units inside; engineering units in the printed output.
"""
import numpy as np
from scipy.constants import e, hbar, k as k_B, m_e, pi
from scipy.optimize import brentq

CM3 = 1e6       # one per cm^3 in 1/m^3; also m^3/C to cm^3/C
CM2 = 1e-4      # one cm^2/Vs in m^2/Vs


def drift_matrix(mobility, sign, B):
    """G in v = G E, from the force balance v = sign*M (E + v x B)."""
    M = mobility * np.eye(3) if np.isscalar(mobility) else mobility
    cross_B = np.array([[0, B, 0], [-B, 0, 0], [0, 0, 0]], float)
    return np.linalg.solve(np.eye(3) - sign * M @ cross_B, sign * M)


def sheet_sigma(density, mobility, sign, B):
    return sign * e * density * drift_matrix(mobility, sign, B)


def hall_from_sigma(sigma, B):
    return np.linalg.inv(sigma)[1, 0] / B


def hall_numeric(n, p, mu_e, mu_h, B):
    return hall_from_sigma(sheet_sigma(n, mu_e, -1, B)
                           + sheet_sigma(p, mu_h, +1, B), B)


def hall_low(n, p, mu_e, mu_h):
    return (p * mu_h**2 - n * mu_e**2) / (e * (p * mu_h + n * mu_e)**2)


def hall_any_field(n, p, mu_e, mu_h, B):
    q = (mu_e * mu_h * B)**2
    return ((p * mu_h**2 - n * mu_e**2 + (p - n) * q)
            / (e * ((p * mu_h + n * mu_e)**2 + (p - n)**2 * q)))


def orbit_sigma(density, mobility, curvature, B):
    """Boltzmann conductivity from past orbits on a spherical Fermi surface.
    The charge is always -e; curvature = -1 describes a band top."""
    kF = (3 * pi**2 * density)**(1 / 3)
    tau = mobility * m_e / e
    cosines, weights = np.polynomial.legendre.leggauss(6)
    phi = 2 * pi * np.arange(8) / 8
    C, P = np.meshgrid(cosines, phi, indexing="ij")
    S = np.sqrt(1 - C**2)
    k = kF * np.array([S * np.cos(P), S * np.sin(P), C]).reshape(3, -1)
    solid_angle = np.repeat(weights, 8) * 2 * pi / 8

    def rates(u, k_now):        # u is the time counted into the past
        v = curvature * hbar * k_now / m_e
        dk = e / hbar * B * np.array([v[1], -v[0], 0 * v[0]])
        return dk, v * np.exp(-u / tau)

    v_start = curvature * hbar * k / m_e
    path = np.zeros_like(k)
    h = 0.05 * tau
    for step in range(500):
        u = step * h
        a1, b1 = rates(u, k)
        a2, b2 = rates(u + h / 2, k + h / 2 * a1)
        a3, b3 = rates(u + h / 2, k + h / 2 * a2)
        a4, b4 = rates(u + h, k + h * a3)
        k = k + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        path = path + h / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
    vF = hbar * kF / m_e
    return (e**2 / (4 * pi**3) * kF**2 / (hbar * vF)
            * np.einsum("im,jm,m->ij", v_start, path, solid_angle))


# ---- model parameters -------------------------------------------------
n, p = 1.0e22 * CM3, 2.25e22 * CM3
res_e, ph_e = 90.0 * CM2, 22.5 * CM2    # residual; phonon part at 300 K
res_h, ph_h = 36.0 * CM2, 18.0 * CM2
T0, B, current = 300.0, 1.0, 1e-3
thick, width = 50e-9, 10e-6


def mobilities(T):
    return (1 / (1 / res_e + T / T0 / ph_e),
            1 / (1 / res_h + T / T0 / ph_h))


mu_e, mu_h = mobilities(T0)
R0 = 1 / (e * (np.sqrt(p) + np.sqrt(n))**2)

# ---- Hall formula against orbits and against the force balance ----------
for T in (200.0, 300.0, 400.0):
    a, b = mobilities(T)
    from_orbits = hall_from_sigma(orbit_sigma(n, a, +1, B)
                                  + orbit_sigma(p, b, -1, B), B)
    assert abs(from_orbits - hall_low(n, p, a, b)) < 1e-5 * R0
for field in (1.0, 10.0, 1000.0):
    for a, b in ((mu_e, mu_h), (2 * mu_e, mu_h), (mu_e, 3 * mu_h)):
        assert np.isclose(hall_numeric(n, p, a, b, field),
                          hall_any_field(n, p, a, b, field),
                          rtol=1e-8, atol=1e-10 * R0)
# equal densities alone do not cancel the Hall effect
assert abs(hall_numeric(n, n, mu_e, mu_h, B)) > 0.1 / (e * n)
assert abs(hall_numeric(n, n, mu_e, mu_e, B)) < 1e-9 / (e * n)

# ---- position of the zero, share of conductivity, slope -----------------
T_zero = brentq(lambda T: hall_numeric(n, p, *mobilities(T), 0.01),
                100, 500)
a, b = mobilities(T_zero)
assert np.isclose(a / b, np.sqrt(p / n), rtol=1e-6)
sig_h = sheet_sigma(p, mu_h, +1, 0.0)[0, 0]
sig_e = sheet_sigma(n, mu_e, -1, 0.0)[0, 0]
share = sig_h / (sig_h + sig_e)
assert np.isclose(share, np.sqrt(p) / (np.sqrt(p) + np.sqrt(n)))
part_h, part_e = share**2 / (e * p), -(1 - share)**2 / (e * n)
assert np.isclose(part_h, R0) and np.isclose(part_e, -R0)
a, b = mobilities(200.0)
f200 = p * b / (p * b + n * a)
assert np.isclose(f200**2 / (e * p) - (1 - f200)**2 / (e * n),
                  hall_numeric(n, p, a, b, 0.01), rtol=1e-5)
d = 1e-3
slope = (hall_numeric(n, p, mu_e, mu_h * np.exp(d), 0.01)
         - hall_numeric(n, p, mu_e, mu_h * np.exp(-d), 0.01)) / (2 * d)
assert np.isclose(slope, 2 * R0, rtol=1e-4)
R_off = hall_numeric(n, p, mu_e, 1.05 * mu_h, B)
false_density = 1 / (e * abs(R_off))
assert false_density > 10 * (n + p)

# ---- both carriers drift to the same side, with equal fluxes ------------
rho = 1 / (sig_h + sig_e)
j_x = current / (thick * width)
E_x = rho * j_x
flux_h = p * drift_matrix(mu_h, +1, B)[1, 0] * E_x
flux_e = n * drift_matrix(mu_e, -1, B)[1, 0] * E_x
assert flux_h < 0 and flux_e < 0 and np.isclose(flux_h, flux_e, rtol=1e-5)

# ---- neglected: finite field --------------------------------------------
R_10T = hall_numeric(n, p, mu_e, mu_h, 10.0)

# ---- neglected: anisotropic electron mass, cubic set of ellipsoids ------
K = 3.0


def hall_ellipsoids(T, field):
    a, b = mobilities(T)
    across = 3 * a / (2 + 1 / K)
    sigma = sheet_sigma(p, b, +1, field)
    for axis in range(3):
        diagonal = np.full(3, across)
        diagonal[axis] = across / K
        sigma = sigma + sheet_sigma(n / 3, np.diag(diagonal), -1, field)
    return hall_from_sigma(sigma, field)


r_mass = 3 * K * (K + 2) / (2 * K + 1)**2
R_mass = hall_ellipsoids(T0, 0.1)
expected = (p * mu_h**2 - r_mass * n * mu_e**2) * e * rho**2
assert np.isclose(R_mass, expected, rtol=1e-5)
T_mass = brentq(lambda T: hall_ellipsoids(T, 0.01), 100, 500)
a, b = mobilities(T_mass)
assert np.isclose(a / b, np.sqrt(p / (n * r_mass)), rtol=1e-6)

# ---- neglected: thermal spread of tau ~ E^s, constant free path ---------
kF_e, kF_h = (3 * pi**2 * n)**(1 / 3), (3 * pi**2 * p)**(1 / 3)
E_F = (hbar * kF_e)**2 / (2 * m_e)
eta, s = E_F / (k_B * T0), -0.5
x = np.linspace(-40, 40, 8001)
energy = 1 + x / eta
weight = energy**1.5 / np.cosh(x / 2)**2
weight /= weight.sum()
r_thermal = (weight * energy**(2 * s)).sum() / (weight
                                             * energy**s).sum()**2
assert np.isclose(r_thermal - 1, pi**2 / 3 * s**2 / eta**2, rtol=0.05)

# ---- neglected: diffuse film surfaces, paths cut at the surface ---------
path_e, path_h = hbar * kF_e * mu_e / e, hbar * kF_h * mu_h / e


def film_factors(free_path):
    u = ((np.arange(200) + 0.5) / 200)[:, None]
    z = ((np.arange(4000) + 0.5) / 4000)[None, :] * thick
    age = z / (free_path * u)       # time since the surface, in tau
    w = 1.5 * (1 - u**2)
    return (np.mean(w * (1 - np.exp(-age))),
            np.mean(w * (1 - (1 + age) * np.exp(-age))))


F1e, F2e = film_factors(path_e)
F1h, F2h = film_factors(path_h)
for F1, F2, l in ((F1e, F2e, path_e), (F1h, F2h, path_h)):
    assert abs(F1 - (1 - 3 * l / (8 * thick))) < 1e-3
    assert abs(F2 - (1 - 3 * l / (4 * thick))) < 1e-3
R_film = ((p * F2h * mu_h**2 - n * F2e * mu_e**2)
          / (e * (p * F1h * mu_h + n * F1e * mu_e)**2))

# ---- neglected: slow transfer between sheets near the edges -------------
# Scaled two-sheet diffusion problem: width 1, magnetic drive 1 per sheet.
N, L_test = 400, 0.05
h = 1 / N
s_h, s_e = share, 1 - share
g = s_h * s_e / (s_h + s_e) / L_test**2
lap = (np.diag(np.full(N, -2.0)) + np.diag(np.ones(N - 1), 1)
       + np.diag(np.ones(N - 1), -1))
lap[0, 0] = lap[-1, -1] = -1.0
lap /= h**2
one = np.eye(N)
system = np.block([[-s_h * lap + g * one, -g * one],
                   [-g * one, -s_e * lap + g * one]])
source = np.zeros(2 * N)
source[0], source[N - 1] = 1 / h, -1 / h
source[N], source[-1] = -1 / h, 1 / h
potential = np.linalg.lstsq(system, source, rcond=None)[0]
drop = potential[0] - potential[N - 1] + h / s_h
fraction_test = drop * s_h          # relative to the hole-only voltage
assert np.isclose(fraction_test,
                  2 * L_test * np.tanh(1 / (2 * L_test)), rtol=2e-3)
time_ratio = 10.0                   # transfer time over scattering time
L_edge = path_e * np.sqrt(time_ratio / 3)
edge_fraction = 2 * L_edge / width * np.tanh(width / (2 * L_edge))

# ---- mass anisotropy is the largest of the sized corrections ------------
others = [abs(R_10T) / R0, abs(r_thermal - 1), abs(R_film) / R0,
          edge_fraction]
assert abs(R_mass) / R0 > max(others)
assert hall_low(n, p, *mobilities(200.0)) < 0 < hall_low(
    n, p, *mobilities(400.0))


def clean(value, digits):
    return round(float(value), digits) + 0.0


unit = CM3 * 1e5                    # m^3/C to 1e-5 cm^3/C
print(f"electron density n = {n/CM3:.3e} cm^-3")
print(f"hole density p = {p/CM3:.3e} cm^-3")
print(f"electron residual mobility = {res_e/CM2:.1f} cm2/Vs")
print(f"electron phonon mobility, 300 K = {ph_e/CM2:.1f} cm2/Vs")
print(f"hole residual mobility = {res_h/CM2:.1f} cm2/Vs")
print(f"hole phonon mobility, 300 K = {ph_h/CM2:.1f} cm2/Vs")
print(f"film thickness = {thick*1e9:.0f} nm")
print(f"film width = {width*1e9:.0f} nm")
print(f"current = {current*1e3:.1f} mA, field = {B:.1f} T")
for T in (200.0, 300.0, 400.0):
    a, b = mobilities(T)
    R = hall_low(n, p, a, b)
    resistivity = 1 / (e * (n * a + p * b))
    print(f"T = {T:.0f} K: mu_e = {a/CM2:.2f}, mu_h = {b/CM2:.2f} cm2/Vs")
    print(f"  resistivity = {resistivity*1e8:.2f} uOhm cm")
    print(f"  R_H = {clean(R*unit, 3):.3f} e-5 cm3/C")
    print(f"  Hall voltage = {clean(R*current*B/thick*1e6, 3):.3f} uV")
print(f"temperature of the zero = {T_zero:.1f} K")
print(f"mobility ratio mu_e/mu_h at 300 K = {mu_e/mu_h:.3f}")
print(f"sqrt(p/n) = {np.sqrt(p/n):.3f}")
print(f"hole share of conductivity, 300 K = {share:.3f}")
print(f"hole contribution to R_H = {part_h*unit:.3f} e-5 cm3/C")
print(f"electron contribution to R_H = {part_e*unit:.3f} e-5 cm3/C")
print(f"holes alone: 1/(ep) = {unit/(e*p):.3f} e-5 cm3/C")
print(f"electrons alone: -1/(en) = {-unit/(e*n):.3f} e-5 cm3/C")
print(f"holes alone: voltage = {current*B/(e*p*thick)*1e6:.3f} uV")
print(f"slope dR_H/dln(mu_h/mu_e) = {slope*unit:.3f} e-5 cm3/C")
print(f"R_H with mu_h raised 5% = {R_off*unit:.3f} e-5 cm3/C")
print(f"false one-carrier density = {false_density/CM3:.2e} cm^-3")
print(f"current density = {j_x*1e-4:.2e} A/cm2")
print(f"field along the film = {E_x*1e-2:.3f} V/cm")
print(f"hole flux along y = {flux_h*1e-4:.3e} cm^-2 s^-1")
print(f"electron flux along y = {flux_e*1e-4:.3e} cm^-2 s^-1")
print(f"mu_e B at 1 T = {mu_e*B:.2e} (no unit)")
print(f"finite field, 10 T: R_H/R0 = {R_10T/R0:.2e} (no unit)")
print(f"electron mass ratio K = {K:.1f}, Hall factor = {r_mass:.4f}")
print(f"mass anisotropy: R_H = {R_mass*unit:.3f} e-5 cm3/C")
print(f"mass anisotropy: R_H/R0 = {R_mass/R0:.4f} (no unit)")
print(f"mass anisotropy: zero moves to {T_mass:.1f} K")
print(f"electron Fermi energy, free mass = {E_F/e:.3f} eV")
print(f"thermal energy at 300 K = {k_B*T0/e:.4f} eV")
print(f"thermal Hall factor minus 1 = {r_thermal-1:.2e} (no unit)")
print(f"free paths: e {path_e*1e9:.2f} nm, h {path_h*1e9:.2f} nm")
print(f"film surfaces: R_H/R0 = {R_film/R0:.4f} (no unit)")
print(f"transfer time / scattering time = {time_ratio:.0f} (no unit)")
print(f"transfer length L = {L_edge*1e9:.1f} nm")
print(f"edge fraction of hole-only voltage = {edge_fraction:.2e}")
print("all assertions hold")
```

Printed output:

```
electron density n = 1.000e+22 cm^-3
hole density p = 2.250e+22 cm^-3
electron residual mobility = 90.0 cm2/Vs
electron phonon mobility, 300 K = 22.5 cm2/Vs
hole residual mobility = 36.0 cm2/Vs
hole phonon mobility, 300 K = 18.0 cm2/Vs
film thickness = 50 nm
film width = 10000 nm
current = 1.0 mA, field = 1.0 T
T = 200 K: mu_e = 24.55, mu_h = 15.43 cm2/Vs
  resistivity = 10.53 uOhm cm
  R_H = -1.189 e-5 cm3/C
  Hall voltage = -0.238 uV
T = 300 K: mu_e = 18.00, mu_h = 12.00 cm2/Vs
  resistivity = 13.87 uOhm cm
  R_H = 0.000 e-5 cm3/C
  Hall voltage = 0.000 uV
T = 400 K: mu_e = 14.21, mu_h = 9.82 cm2/Vs
  resistivity = 17.19 uOhm cm
  R_H = 0.708 e-5 cm3/C
  Hall voltage = 0.142 uV
temperature of the zero = 300.0 K
mobility ratio mu_e/mu_h at 300 K = 1.500
sqrt(p/n) = 1.500
hole share of conductivity, 300 K = 0.600
hole contribution to R_H = 9.986 e-5 cm3/C
electron contribution to R_H = -9.986 e-5 cm3/C
holes alone: 1/(ep) = 27.740 e-5 cm3/C
electrons alone: -1/(en) = -62.415 e-5 cm3/C
holes alone: voltage = 5.548 uV
slope dR_H/dln(mu_h/mu_e) = 19.973 e-5 cm3/C
R_H with mu_h raised 5% = 0.965 e-5 cm3/C
false one-carrier density = 6.47e+23 cm^-3
current density = 2.00e+05 A/cm2
field along the film = 2.774 V/cm
hole flux along y = -8.988e+20 cm^-2 s^-1
electron flux along y = -8.988e+20 cm^-2 s^-1
mu_e B at 1 T = 1.80e-03 (no unit)
finite field, 10 T: R_H/R0 = 1.80e-04 (no unit)
electron mass ratio K = 3.0, Hall factor = 0.9184
mass anisotropy: R_H = 0.815 e-5 cm3/C
mass anisotropy: R_H/R0 = 0.0816 (no unit)
mass anisotropy: zero moves to 222.4 K
electron Fermi energy, free mass = 1.693 eV
thermal energy at 300 K = 0.0259 eV
thermal Hall factor minus 1 = 1.92e-04 (no unit)
free paths: e 7.90 nm, h 6.90 nm
film surfaces: R_H/R0 = 0.0167 (no unit)
transfer time / scattering time = 10 (no unit)
transfer length L = 14.4 nm
edge fraction of hole-only voltage = 2.88e-03
all assertions hold
```
